# Leave-One-Out Residuals of a Gaussian Process Without Refitting: test program

```python
# Result under test: for a zero-mean Gaussian process with fixed hyperparameters,
#   label_i - (prediction at i from all other labels) = alpha_i / Q_ii,
# where C = kernel matrix + diagonal noise variances, Q = inverse of C, alpha = Q y.
# The predictive variance of the held-out noisy label is 1 / Q_ii.
# Example: vibrational free energy per atom (meV) against temperature (K),
# Debye-model labels with synthetic errors, minus a fixed Einstein baseline.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, trapezoid

kB = const.k / const.e * 1e3  # meV/K


def rms(a):
    return float(np.sqrt(np.mean(np.asarray(a) ** 2)))


def explicit_refits(C):
    """Weights W (prediction = W y, zero diagonal) and variances, one solve per fold."""
    n = len(C)
    W, var = np.zeros((n, n)), np.zeros(n)
    for i in range(n):
        keep = np.arange(n) != i
        c = C[keep, i]
        w = np.linalg.solve(C[np.ix_(keep, keep)], c)
        W[i, keep] = w
        var[i] = C[i, i] - w @ c
    return W, var


def se_kernel(x, amplitude, length):
    return amplitude**2 * np.exp(-0.5 * ((x[:, None] - x[None, :]) / length) ** 2)


nodes, weights = np.polynomial.legendre.leggauss(80)
u, wu = 0.5 * (nodes + 1), 0.5 * weights


def debye_free_energy(theta, T):
    """Mode integral over the Debye spectrum, zero-point energy included."""
    theta, T = np.broadcast_arrays(np.asarray(theta, float), np.asarray(T, float))
    x = theta[..., None] * u / (2 * T[..., None])
    mode = x + np.log1p(-np.exp(-2 * x))
    return 3 * kB * T * np.sum(wu * 3 * u**2 * mode, axis=-1)


def einstein_free_energy(theta, T):
    return 3 * kB * T * np.log(2 * np.sinh(theta / (2 * T)))


# Symbolic check on a general symmetric 3 x 3 covariance, middle point held out
a, b, d, e, f, g, y0, y1, y2 = sp.symbols("a b d e f g y0 y1 y2")
Cs = sp.Matrix([[a, b, d], [b, e, f], [d, f, g]])
Qs = Cs.inv()
As, cs, zs = sp.Matrix([[a, d], [d, g]]), sp.Matrix([b, f]), sp.Matrix([y0, y2])
refit_residual = y1 - (cs.T * As.inv() * zs)[0]
short_residual = (Qs * sp.Matrix([y0, y1, y2]))[1] / Qs[1, 1]
assert sp.simplify(refit_residual - short_residual) == 0

# Two-dimensional inputs with unequal noise variances
rng = np.random.default_rng(7)
X = rng.uniform(0, 3, (25, 2))
dist2 = ((X[:, None, :] - X[None, :, :]) ** 2).sum(-1)
noise_var = rng.uniform(0.01, 0.3, 25)
C2 = np.exp(-0.5 * dist2) + np.diag(noise_var)
t2 = rng.normal(size=25)
Q2 = np.linalg.inv(C2)
W2, v2 = explicit_refits(C2)
gap_2d = np.max(np.abs(t2 - W2 @ t2 - Q2 @ t2 / np.diag(Q2)))
assert gap_2d < 1e-9
assert np.allclose(v2, 1 / np.diag(Q2), rtol=1e-9)

# Worked example
theta_D, theta_E = 640.0, 500.0
amp, length, sigma = 20.0, 400.0, 1.0
T = np.arange(300.0, 1201.0, 100.0)
n = len(T)
truth = debye_free_energy(theta_D, T) - einstein_free_energy(theta_E, T)
y = truth + sigma * np.random.default_rng(3).normal(size=n)

# Debye mode integral against the closed form with the Debye function
for temp in (300.0, 1200.0):
    xD = theta_D / temp
    D3 = 3 / xD**3 * quad(lambda s: s**3 / np.expm1(s), 0, xD)[0]
    closed = 9 / 8 * kB * theta_D + kB * temp * (3 * np.log(-np.expm1(-xD)) - D3)
    assert abs(closed - debye_free_energy(theta_D, temp)) < 1e-5

K = se_kernel(T, amp, length)
C = K + sigma**2 * np.eye(n)
Q = np.linalg.inv(C)
q = np.diag(Q)
alpha = Q @ y
loo = alpha / q
W, var = explicit_refits(C)
pred = W @ y
gap = np.max(np.abs((y - pred) - loo))
assert gap < 1e-9
assert np.allclose(var, 1 / q, rtol=1e-9)

# Conditional mean and variance by quadrature of the joint density itself
gap_quad = 0.0
for i in range(n):
    grid = np.linspace(y[i] - 60, y[i] + 60, 6001)
    Y = np.tile(y[:, None], (1, grid.size))
    Y[i] = grid
    expo = 0.5 * np.sum(Y * np.linalg.solve(C, Y), axis=0)
    p = np.exp(-(expo - expo.min()))
    mean_i = np.sum(grid * p) / np.sum(p)
    var_i = np.sum((grid - mean_i) ** 2 * p) / np.sum(p)
    gap_quad = max(gap_quad, abs(y[i] - mean_i - loo[i]))
    assert abs(var_i * q[i] - 1) < 1e-6
assert gap_quad < 1e-6

# Ordinary fit residual, shrink factor, and covariance of the residuals
fit_res = y - K @ np.linalg.solve(C, y)
shrink = sigma**2 * q
assert np.allclose(fit_res, shrink * loo, atol=1e-9)
assert np.all((shrink > 0) & (shrink < 1))
R = np.eye(n) - W
cov_refit = R @ C @ R.T
assert np.allclose(cov_refit, Q / np.outer(q, q), atol=1e-8)
corr_neigh = cov_refit[4, 5] / np.sqrt(cov_refit[4, 4] * cov_refit[5, 5])
assert var[0] > var[1:-1].max() and var[-1] > var[1:-1].max()

# Hyperparameters re-optimized by marginal likelihood in every fold
L_grid, A_grid = np.meshgrid(np.geomspace(100, 5000, 41), np.geomspace(3, 1000, 41))
L_grid, A_grid = L_grid.ravel(), A_grid.ravel()


def best_hyper(x, t):
    d2 = (x[:, None] - x[None, :]) ** 2
    Cb = A_grid[:, None, None] ** 2 * np.exp(-0.5 * d2 / L_grid[:, None, None] ** 2)
    Cb = Cb + sigma**2 * np.eye(len(x))
    rhs = np.broadcast_to(t[:, None], (len(L_grid), len(x), 1))
    sol = np.linalg.solve(Cb, rhs)[..., 0]
    score = -0.5 * sol @ t - 0.5 * np.linalg.slogdet(Cb)[1]
    j = int(np.argmax(score))
    return A_grid[j], L_grid[j]


amp_all, len_all = best_hyper(T, y)
Q_all = np.linalg.inv(se_kernel(T, amp_all, len_all) + sigma**2 * np.eye(n))
loo_all = Q_all @ y / np.diag(Q_all)
loo_opt, fold_len = np.zeros(n), np.zeros(n)
for i in range(n):
    keep = np.arange(n) != i
    A_i, fold_len[i] = best_hyper(T[keep], y[keep])
    C_i = se_kernel(T, A_i, fold_len[i]) + sigma**2 * np.eye(n)
    loo_opt[i] = y[i] - C_i[i, keep] @ np.linalg.solve(C_i[np.ix_(keep, keep)], y[keep])
hyper_change = np.max(np.abs(loo_opt - loo_all))
assert hyper_change > 1e-3

# Centring on the mean of all labels against centring inside each fold
short_centred = Q @ (y - y.mean()) / q
fold_centred = np.zeros(n)
for i in range(n):
    keep = np.arange(n) != i
    m = y[keep].mean()
    fold_centred[i] = y[i] - m - W[i, keep] @ (y[keep] - m)
centre_change = np.max(np.abs(short_centred - fold_centred))
assert centre_change > 1e-6

# Label errors shared between neighbouring temperatures (noise contribution only)
corr_length = 300.0
N_ind = sigma**2 * np.eye(n)
N_cor = sigma**2 * np.exp(-np.abs(T[:, None] - T[None, :]) / corr_length)
seen_ind, seen_cor = [np.sqrt(np.trace(R @ N @ R.T) / n) for N in (N_ind, N_cor)]
true_ind, true_cor = [np.sqrt(np.trace(W @ N @ W.T) / n) for N in (N_ind, N_cor)]
assert abs(seen_ind**2 - true_ind**2 - sigma**2) < 1e-9
assert seen_cor < true_cor

# Physical effects left out of the labels, at the top temperature
Tm = T[-1]
theta_err, soften, gruneisen, expansion = 0.05, 0.03, 0.5, 4e-6
shift = debye_free_energy(theta_D * (1 + theta_err), T) - debye_free_energy(theta_D, T)
shift_seen = R @ shift
assert rms(shift_seen) < 0.3 * rms(shift)


def entropy(theta, temp, h=0.5):
    return -(debye_free_energy(theta, temp + h) - debye_free_energy(theta, temp - h)) / (2 * h)


Ti = np.linspace(5, Tm, 480)
extra_S = entropy(theta_D * (1 - soften * Ti / Tm), Ti) - entropy(theta_D, Ti)
anharmonic = -trapezoid(extra_S, Ti)
vol_strain = 3 * expansion * (Tm - 300)
thermal_exp = (debye_free_energy(theta_D * (1 - gruneisen * vol_strain), Tm)
               - debye_free_energy(theta_D, Tm))
Nc300, Nv300, gap_meV, atoms = 3e19, 2e19, 800.0, 5e22
n_i = np.sqrt(Nc300 * Nv300) * (Tm / 300) ** 1.5 * np.exp(-gap_meV / (2 * kB * Tm))
carriers = -2 * n_i * kB * Tm / atoms

print(f"Debye temperature {theta_D:.0f} K, Einstein baseline {theta_E:.0f} K")
print(f"kernel amplitude {amp:.0f} meV, length {length:.0f} K, noise {sigma:.1f} meV")
print(f"number of labels {n}, condition number of C {np.linalg.cond(C):.0f}")
print("T(K) label(meV) alpha(1/meV) Q_ii(1/meV^2) LOO(meV) refit pred(meV) sd(meV)")
for i in range(n):
    print(f"{T[i]:5.0f} {y[i]:9.4f} {alpha[i]:9.5f} {q[i]:9.5f} {loo[i]:9.4f}"
          f" {pred[i]:9.4f} {np.sqrt(var[i]):7.4f}")
print(f"largest gap, shortcut vs explicit refits: {gap:.1e} meV")
print(f"largest gap, shortcut vs density quadrature: {gap_quad:.1e} meV")
print(f"largest gap, 25 points in 2D, unequal noise: {gap_2d:.1e} (label units)")
print(f"rms LOO residual {rms(loo):.3f} meV, rms fit residual {rms(fit_res):.3f} meV")
print(f"rms LOO prediction minus noise-free value {rms(pred - truth):.3f} meV")
print(f"rms standardized LOO residual {rms(loo * np.sqrt(q)):.3f}")
print(f"factor noise^2*Q_ii: min {shrink.min():.4f}, max {shrink.max():.4f}")
print(f"fit residual at {Tm:.0f} K {fit_res[-1]:.4f} meV, factor {shrink[-1]:.4f}")
print(f"sd of latent f at {Tm:.0f} K {np.sqrt(var[-1] - sigma**2):.4f} meV")
print(f"model correlation of LOO residuals at 700 and 800 K {corr_neigh:.3f}")
print(f"likelihood optimum, all labels: amplitude {amp_all:.1f} meV, length {len_all:.0f} K")
print(f"fold optimum lengths: {fold_len.min():.0f} to {fold_len.max():.0f} K")
print(f"largest LOO change from re-optimizing per fold {hyper_change:.3f} meV")
print(f"largest LOO error from centring on all labels {centre_change:.4f} meV")
print(f"independent noise: rms LOO part {seen_ind:.3f}, true error part {true_ind:.3f} meV")
print(f"correlated noise ({corr_length:.0f} K): rms LOO part {seen_cor:.3f},"
      f" true error part {true_cor:.3f} meV")
print(f"Debye temperature +{100*theta_err:.0f}%: shift at {Tm:.0f} K {shift[-1]:.2f} meV")
print(f"  rms over labels {rms(shift):.2f} meV, rms seen by LOO {rms(shift_seen):.3f} meV")
print(f"anharmonic softening {100*soften:.0f}% at {Tm:.0f} K: {anharmonic:.2f} meV")
print(f"expansion coefficient {expansion:.0e} 1/K, Grueneisen parameter {gruneisen:.1f}")
print(f"  volume strain {100*vol_strain:.2f}%, vibrational shift {thermal_exp:.2f} meV")
print(f"carrier inputs: Nc {Nc300:.0e}, Nv {Nv300:.0e} cm^-3 at 300 K,"
      f" gap {gap_meV/1e3:.1f} eV, {atoms:.0e} atoms/cm^3")
print(f"carriers at {Tm:.0f} K: {n_i:.1e} cm^-3, free energy {carriers:.4f} meV/atom")
print("every check passed")
```

It prints:

```
Debye temperature 640 K, Einstein baseline 500 K
kernel amplitude 20 meV, length 400 K, noise 1.0 meV
number of labels 10, condition number of C 2795
T(K) label(meV) alpha(1/meV) Q_ii(1/meV^2) LOO(meV) refit pred(meV) sd(meV)
  300   -4.8452   0.98493   0.15849    6.2143  -11.0596  2.5119
  400  -11.6241  -2.09066   0.58508   -3.5733   -8.0508  1.3074
  500  -10.8572   1.24085   0.58932    2.1056  -12.9628  1.3026
  600  -14.0607  -0.02096   0.64265   -0.0326  -14.0281  1.2474
  700  -16.1688  -0.11424   0.64017   -0.1785  -15.9904  1.2498
  800  -18.1584   0.38211   0.64017    0.5969  -18.7552  1.2498
  900  -22.1914  -0.88411   0.64265   -1.3757  -20.8157  1.2474
 1000  -22.6335   1.00877   0.58932    1.7117  -24.3452  1.3026
 1100  -25.4979  -0.82292   0.58508   -1.4065  -24.0914  1.3074
 1200  -23.5416   0.27874   0.15849    1.7587  -25.3003  2.5119
largest gap, shortcut vs explicit refits: 1.3e-13 meV
largest gap, shortcut vs density quadrature: 8.2e-14 meV
largest gap, 25 points in 2D, unequal noise: 6.5e-15 (label units)
rms LOO residual 2.571 meV, rms fit residual 0.980 meV
rms LOO prediction minus noise-free value 1.710 meV
rms standardized LOO residual 1.451
factor noise^2*Q_ii: min 0.1585, max 0.6427
fit residual at 1200 K 0.2787 meV, factor 0.1585
sd of latent f at 1200 K 2.3042 meV
model correlation of LOO residuals at 700 and 800 K -0.456
likelihood optimum, all labels: amplitude 17.1 meV, length 1046 K
fold optimum lengths: 357 to 1880 K
largest LOO change from re-optimizing per fold 2.410 meV
largest LOO error from centring on all labels 0.0581 meV
independent noise: rms LOO part 1.441, true error part 1.038 meV
correlated noise (300 K): rms LOO part 0.716, true error part 1.023 meV
Debye temperature +5%: shift at 1200 K 15.36 meV
  rms over labels 10.47 meV, rms seen by LOO 0.281 meV
anharmonic softening 3% at 1200 K: -4.41 meV
expansion coefficient 4e-06 1/K, Grueneisen parameter 0.5
  volume strain 1.08%, vibrational shift -1.70 meV
carrier inputs: Nc 3e+19, Nv 2e+19 cm^-3 at 300 K, gap 0.8 eV, 5e+22 atoms/cm^3
carriers at 1200 K: 4.1e+18 cm^-3, free energy -0.0169 meV/atom
every check passed
```
